# Lorentzian Broadening Makes the Occupied Band Energy Diverge Logarithmically

A defect energy computed from a broadened Green function can depend on a number that should be irrelevant: the energy at which the integration starts. For the 98-site graphene model used below, moving the lower limit of the occupied energy integral from $-1000$ to $-10000$ eV lowers the band energy by 14.4 eV, although the lowest level lies at $-8.1$ eV and there is nothing to find below it. Another factor of ten lowers it by 14.4 eV again. Taking the difference between a supercell with a vacancy and a perfect one removes most of this drift, but not all of it; the rest cancels only when the orbitals of the removed atom are also counted.

## The belief and its appeal

The belief is that adding a small imaginary part $i\eta$ to the energy only smooths the density of states. Each sharp level becomes a narrow peak of unit area, centred where the level was. The occupied band energy should then change slightly through peaks cut by the chemical potential, and a lower limit placed far below the band should be a safe choice.

Much of this is correct. The peak does have unit area. Its mean energy over any window symmetric about its centre is the level energy, because the contributions of the two tails cancel. The occupied integral, however, stops at the chemical potential and extends far on one side only. The lower tail then has no partner, and its energy is infinite.

To show this, let $H$ be a Hermitian one-electron Hamiltonian in $M$ orthonormal orbitals per spin, with real eigenvalues $\varepsilon_i$. Both spins have the same levels. With $G(z)=(z-H)^{-1}$ and fixed $\eta>0$,

$$\mathrm{Tr}\,G(E+i\eta)=\sum_i\frac{1}{E-\varepsilon_i+i\eta}=\sum_i\frac{E-\varepsilon_i-i\eta}{(E-\varepsilon_i)^2+\eta^2}.$$

The density of states is $-2/\pi$ times the imaginary part, the 2 counting spins:

$$\rho_\eta(E)=\frac{2}{\pi}\sum_i\frac{\eta}{(E-\varepsilon_i)^2+\eta^2}.$$

The quantity in question is

$$W_\eta(\Lambda)=\int_{-\Lambda}^{\mu}E\,\rho_\eta(E)\,dE .$$

Without broadening it should equal $W_0=2\sum_{\varepsilon_i<\mu}\varepsilon_i$, the sum of occupied levels at zero temperature. This band energy is one part of a total energy.

## The integral, done completely

Take one level and one spin, and substitute $E=\varepsilon+x$. The integrand splits into two elementary pieces,

$$\frac{1}{\pi}\int_{-\Lambda-\varepsilon}^{\mu-\varepsilon}\left[\frac{\varepsilon\,\eta}{x^2+\eta^2}+\frac{\eta\,x}{x^2+\eta^2}\right]dx .$$

The first has the antiderivative $\varepsilon\arctan(x/\eta)$, the second $\tfrac{\eta}{2}\ln(x^2+\eta^2)$. Since the arctangent is odd, the result is

$$I=\frac{\varepsilon}{\pi}\left[\arctan\frac{\mu-\varepsilon}{\eta}+\arctan\frac{\Lambda+\varepsilon}{\eta}\right]+\frac{\eta}{2\pi}\ln\frac{(\mu-\varepsilon)^2+\eta^2}{(\Lambda+\varepsilon)^2+\eta^2}.$$

For large $\Lambda$, $\arctan[(\Lambda+\varepsilon)/\eta]=\pi/2-\eta/\Lambda+O(\Lambda^{-2})$ and $\ln[(\Lambda+\varepsilon)^2+\eta^2]=2\ln\Lambda+2\varepsilon/\Lambda+O(\Lambda^{-2})$. The two corrections of order $1/\Lambda$ are equal, $-\eta\varepsilon/(\pi\Lambda)$ each. With the broadened occupation

$$f_i=\frac12+\frac1\pi\arctan\frac{\mu-\varepsilon_i}{\eta},$$

the sum over levels and spins becomes

$$W_\eta(\Lambda)=2\sum_i\left\{\varepsilon_if_i+\frac{\eta}{2\pi}\ln[(\mu-\varepsilon_i)^2+\eta^2]\right\}-\frac{2M\eta}{\pi}\ln\Lambda-\frac{4\eta\,\mathrm{Tr}H}{\pi\Lambda}+O(\Lambda^{-2}).$$

Energies inside logarithms are measured in one common unit, here eV; the choice cancels between the two logarithms. As $\Lambda\to\infty$ the integral goes to minus infinity.

The coefficient contains the number of orbitals, not the number of electrons. A level far above $\mu$ should contribute nothing, yet its lower tail reaches below $\mu$ and contributes as strongly to the divergence as that of a filled level.

The electron count gives no such warning. Far below the band $\rho_\eta\simeq 2M\eta/(\pi E^2)$, so the electrons lost below $-\Lambda$ number

$$\int_{-\infty}^{-\Lambda}\frac{2M\eta}{\pi E^2}\,dE=\frac{2M\eta}{\pi\Lambda},$$

which vanishes. One factor of $E$ turns this convergent integral into a divergent one. A Fermi factor does not help, because it tends to 1 far below $\mu$. Readjusting $\mu$ to keep the electron number does not help either: the number converges, so $\mu$ converges too, and the coefficient of $\ln\Lambda$ does not contain $\mu$.

## A graphene supercell

The example is the $\pi$ system of a $7\times7$ graphene supercell: 98 sites, one orbital per site, site energy zero, nearest-neighbour hopping 2.7 eV, and the $\Gamma$ point only. I set $\mu=0$ and $\eta=0.1$ eV. The unbroadened energy is $-417.27$ eV. Direct inversion and integration of the broadened Green function give the following.

| Lower limit (eV) | $W_\eta$ (eV) | Electrons missing |
|---:|---:|---:|
| $-10$ | $-413.89$ | 0.857 |
| $-100$ | $-431.44$ | 0.063 |
| $-1000$ | $-445.82$ | 0.006 |
| $-100000$ | $-474.55$ | 0.00006 |

The predicted slope is $-2(98)(0.1)/\pi=-6.239$ eV per unit of $\ln\Lambda$, or $-6.239\times2.3026=-14.37$ eV per decade. The computed change over the last decade is $-14.366$ eV. In the last row the electron count is almost perfect, while the energy is 57.3 eV below the unbroadened value. Half of that error, 28.6 eV, comes from the empty levels.

A limit just below the band hides the divergence without giving the right energy: at $-10$ eV the result is 3.4 eV too high. Nor may the limit differ between two calculations that are to be subtracted. Far below the band, limits of $-1000$ and $-1100$ eV for this same supercell give energies that differ by $6.239\ln1.1=0.59$ eV.

## What survives in a defect energy

Now use one lower limit, one $\eta$ and one $\mu$ for both supercells. The difference contains

$$-\frac{2\eta\,\Delta M}{\pi}\ln\Lambda,$$

where $\Delta M$ is the change in the number of orbitals per spin. Removing one site gives $\Delta M=-1$ and a slope of $+2(0.1)/\pi=0.0637$ eV, or 0.147 eV per decade. Changing a site energy leaves $\Delta M=0$ and removes the logarithm. The table shows both cases; the changed site is lowered by 3 eV.

| Lower limit (eV) | Vacancy (eV) | Changed site (eV) |
|---:|---:|---:|
| $-10$ | 7.274 | $-3.4507$ |
| $-100$ | 7.505 | $-3.5706$ |
| $-1000$ | 7.652 | $-3.5742$ |
| $-10000$ | 7.799 | $-3.5745$ |
| $-100000$ | 7.945 | $-3.5746$ |
| No broadening | 7.621 | $-3.5746$ |

The vacancy column passes through the correct value between $-100$ and $-1000$ eV and goes on rising. Agreement at one chosen limit is therefore an accident of that limit.

The drift belongs to the bare difference of two cells with unequal numbers of atoms. A formation energy also places the removed atom in a reservoir, here $W_{\mathrm{vac}}-\tfrac{97}{98}W_{\mathrm{perfect}}$. If the reservoir term is computed with the same $\eta$ and $\Lambda$, the orbital count balances, $97-\tfrac{97}{98}\cdot98=0$, and the logarithm cancels. The result is then 3.103 eV for every lower limit in the table from $-1000$ eV down, against 3.364 eV without broadening. It converges, but to a value 0.26 eV too low. If the reservoir energy is taken from an unbroadened calculation, the drift stays.

The changed-site column converges, with the remainder $-4\eta\,\mathrm{Tr}(\Delta H)/(\pi\Lambda)$. At $\Lambda=1000$ eV this is $4(0.1)(3)/(1000\pi)=0.0004$ eV, as the table shows. More surprisingly, the limit agrees with the unbroadened difference to all four decimals printed. Convergence alone does not guarantee that, and the reason lies in the behaviour at small $\eta$.

## The other limit: small broadening

Set $\mu=0$ and keep $\Lambda$ fixed, much larger than all $|\varepsilon_i|$. For a nonzero level with $|\varepsilon|\gg\eta$,

$$\arctan\frac{\varepsilon}{\eta}=\frac{\pi}{2}\,\mathrm{sgn}\,\varepsilon-\frac{\eta}{\varepsilon}+O(\eta^3).$$

The occupation is thus its sharp value, 1 or 0, plus $\eta/(\pi\varepsilon)$. Multiplication by $\varepsilon$ turns that small algebraic tail into an energy error $\eta/\pi$, independent of the level. Adding the logarithmic term and counting both spins gives the error per level

$$\delta W=\frac{2\eta}{\pi}\left[1+\ln\frac{|\varepsilon|}{\Lambda}\right].$$

At fixed $\Lambda$ this vanishes as $\eta\to0$; at fixed $\eta$ it diverges as $\Lambda\to\infty$. The two limits do not commute. The belief is right only if $\eta$ goes to zero fast enough that $\eta\ln\Lambda$ vanishes too; taking $\eta\to0$ at fixed $\Lambda$ is the simplest such case.

For the changed site, the terms $1-\ln\Lambda$ cancel in the difference. What remains to first order in $\eta$ is

$$\frac{2\eta}{\pi}\left(\sum_i\ln|\varepsilon_i'|-\sum_i\ln|\varepsilon_i|\right)=\frac{2\eta}{\pi}\ln\left|\frac{\det H'}{\det H}\right|.$$

A shift $u$ of site 0 multiplies the determinant by $1+u\,(H^{-1})_{00}$. Nearest-neighbour hopping connects only opposite sublattices, so $H$ is block off-diagonal. The $7\times7$ cell has no level at zero, so $H$ is invertible. Its inverse has the same form, hence $(H^{-1})_{00}=0$. The determinant is unchanged and the first-order error vanishes. This is a symmetry of the model at $\mu=0$; it should not be expected of a general substitution. It also needs a gap at $\mu$. In a $6\times6$ cell the Dirac points fold onto $\Gamma$, $H$ has zero levels, and the error of the changed-site difference is 0.100, 0.024 and 0.004 eV for $\eta=0.1$, 0.01 and 0.001 eV.

The vacancy behaves differently. Removing a site leaves one level at zero, which is also $\mu$. In the formula for $I$ its first term vanishes, and its two spins give

$$\delta W_{\mu}=\frac{2\eta}{\pi}\ln\frac{\eta}{\Lambda}.$$

This is not analytic in $\eta$, so a straight-line extrapolation to $\eta=0$ is not justified. The vacancy cell has 96 nonzero levels and the perfect cell has 98. Collecting terms, the error of the difference is

$$\frac{2\eta}{\pi}\left[\ln\Lambda+\ln\eta+K\right],$$

where $K$ depends on the levels but not on $\eta$ or $\Lambda$. At $\Lambda=1000$ eV the computed errors are $+0.0305$, $-0.0116$ and $-0.0026$ eV for $\eta=0.1$, 0.01 and 0.001 eV. In the last case the two logarithms cancel, so $K=-0.002626\,\pi/0.002=-4.125$. For $\eta=0.01$ eV the bracket is then $6.908-4.605-4.125=-1.822$, and the error is $0.006366\times(-1.822)=-0.0116$ eV, as computed. The change of sign comes from $\ln\eta$.

## Where the logarithm comes from

The Green function was evaluated at $z=E+i\eta$, but it was multiplied by $E$. A contour integral of the energy needs the weight $z$. The two differ, since

$$\mathrm{Im}[zG]=E\,\mathrm{Im}\,G+\eta\,\mathrm{Re}\,G .$$

Including the missing term adds

$$-\frac{2\eta}{\pi}\int_{-\Lambda}^{\mu}\mathrm{Re}\,\mathrm{Tr}\,G\,dE=-\frac{\eta}{\pi}\sum_i\ln\frac{(\mu-\varepsilon_i)^2+\eta^2}{(\Lambda+\varepsilon_i)^2+\eta^2}.$$

The logarithmic part of $W_\eta$ is twice $\eta/(2\pi)$ times the same sum, so the two cancel. For $\Lambda\to\infty$ the result is $2\sum_i\varepsilon_if_i$, which is finite.

Finite is still not correct. For the perfect supercell this sum is $-411.03$ eV, 6.2 eV above the unbroadened energy. The path ends at $\mu+i\eta$ and has not returned to the real axis. To see what the return contributes, use $HG=zG-1$, so that

$$z\,\mathrm{Tr}\,G=M+\mathrm{Tr}[HG].$$

On the horizontal line $dz$ is real, and the constant $M$ adds nothing to the imaginary part. The function $\mathrm{Tr}[HG]$ is analytic above the real axis. Just above that axis, the imaginary part of $1/(E-\varepsilon+i0)$ is $-\pi\delta(E-\varepsilon)$, so

$$-\frac{2}{\pi}\,\mathrm{Im}\int_{-\Lambda}^{\mu}\mathrm{Tr}[HG(E+i0)]\,dE=2\sum_{\varepsilon_i<\mu}\varepsilon_i=W_0 .$$

By Cauchy's theorem the path may instead rise from $-\Lambda$ to $-\Lambda+i\eta$, run across, and descend at $\mu$. On the left leg the integrand falls at least as $1/\Lambda$ while the length stays $\eta$, so that leg vanishes. On the right leg, with $\mu=0$ and $|\varepsilon|\gg\eta$, the integrand $\varepsilon/(z-\varepsilon)$ is close to $-1$. Its integral from $i\eta$ to 0 is $i\eta$, and the leg contributes

$$-\frac{2}{\pi}\,\mathrm{Im}(i\eta)=-\frac{2\eta}{\pi}$$

per level. For 98 levels this is $-6.239$ eV; the computed leg is $-6.236$ eV. Then $-411.033-6.236=-417.269$ eV, the unbroadened energy. For the vacancy difference the sum is $7.494+0.127=7.621$ eV.

## A calculation without the problem

The horizontal line is unnecessary. Start at a real point below the whole spectrum, follow a semicircle in the upper half plane, and end at $\mu$:

$$W_0=-\frac{2}{\pi}\,\mathrm{Im}\int_{\mathrm{arc}}z\,\mathrm{Tr}\,G(z)\,dz .$$

The constant $M$ again drops out, because both end points are real. Neither $\eta$ nor a distant limit appears, and moving the starting point changes nothing as long as it stays below the spectrum. An arc from $-10$ eV to 0 gives $-417.2693$ eV for the perfect cell and $-409.6479$ eV for the vacancy, equal to the eigenvalue sums in all printed digits. The formula holds at zero temperature. A level exactly at $\mu$ needs a stated occupation unless, as here, its energy is zero and its occupation does not affect the sum.

If a smooth density of states is wanted for plotting, $\eta$ can be kept there. If broadening is wanted in the energy as well, a Gaussian has a finite one-sided first moment. For a normalized Gaussian $g$ of standard deviation $\sigma$, $\int_{-\infty}^{a}x\,g(x)\,dx=-\sigma^2g(a)$. A level at $\mu=0$ therefore gives, for two spins, the error $-2\sigma^2g(0)=-2\sigma/\sqrt{2\pi}$. With $\sigma=0.1$ eV this is $-0.080$ eV, the computed error of the vacancy difference. Here broadening does smooth the energy at a bounded cost.

In embedding, the width may represent real coupling to surroundings. Suppose their self-energy is the constant $-i\Gamma$, with $\Gamma$ a positive semidefinite matrix that may act on a few orbitals only. At large $|E|$,

$$\mathrm{Tr}\,(E-H+i\Gamma)^{-1}=\frac{M}{E}+\frac{\mathrm{Tr}H-i\,\mathrm{Tr}\Gamma}{E^2}+O(|E|^{-3}),$$

so the density of states has the tail $2\,\mathrm{Tr}\Gamma/(\pi E^2)$, and the energy diverges as $-(2/\pi)\,\mathrm{Tr}\Gamma\ln\Lambda$. Setting $\Gamma=\eta$ on every orbital recovers the earlier coefficient. The fault now lies in the constant self-energy. If the defect and its surroundings form one Hermitian system whose spectrum has a lowest energy, the exact density of states on the defect orbitals vanishes below it, and the integral ends there.

## The model beside real graphene

The hopping of 2.7 eV is a rough typical value for graphene, but one vacancy per 98 sites is a high concentration, and the 1.5 eV between $\mu$ and the nearest level of the perfect cell results from the small cell sampled at one point. Going to a $14\times14$ cell changes the unbroadened vacancy difference by $-0.145$ eV, about as much as one decade of lower limit does at $\eta=0.1$ eV. This is not yet converged: the change from the $7\times7$ cell is $-0.186$ eV at $40\times40$, $-0.204$ eV at $320\times320$ and $-0.205$ eV at $640\times640$. Cells whose size is a multiple of three contain the Dirac points and approach the limit from the other side, with much larger shifts: $-1.10$ eV at $6\times6$, $-0.32$ eV at $39\times39$ and $-0.217$ eV at $321\times321$. In the $7\times7$ cell, a second-neighbour hopping of 0.1 eV changes the vacancy difference by $-0.008$ eV; in a $20\times20$ cell the same hopping changes it by $-0.013$ eV. Spin polarization in a mean-field Hubbard model with a rough repulsion of 4 eV lowers the vacancy cell by 0.117 eV relative to its unpolarized state; this depends on the cell, and is 0.094 eV at $10\times10$. Thermal excitation at 300 K has a negligible effect on the band energy here: the vacancy level at $\mu$ has zero energy whatever its occupation, and all other levels lie about 1.5 eV or more from $\mu$. The thermal shift of about $10^{-15}$ eV in the numerical output is only the rounding error of that zero level; the true value is far smaller still. A free energy would also contain the entropy of the half-filled level, which adds $-2k_BT\ln2=-0.036$ eV at fixed $\mu$. These thermal estimates say nothing about a large gapless sheet. The assumption that fails most severely is that only $\pi$ electrons matter. A real vacancy also cuts three $\sigma$ bonds; with a rough hybrid hopping of 10 eV, their band energy alone is 60 eV relative to separated hybrids. Ionic repulsion, relaxation and the reservoir for the removed atom are absent as well, so 7.6 eV is not a vacancy formation energy. With four valence orbitals per removed atom, the spurious slope rises from 0.064 to 0.255 eV per unit of $\ln\Lambda$: in the bare difference of the two cells the fuller description makes the artefact larger, while in a difference balanced by a reservoir term broadened in the same way the logarithm still cancels. The numerical output lists most of the values used here.

## Calculated quantities

```
hopping 2.7 eV, eta 0.1 eV, site shift -3.0 eV
sites: pristine 98, vacancy 97
lowest pristine level -8.100 eV
pristine level nearest mu, distance 1.498 eV
unbroadened energy, pristine: -417.2693 eV
semicircle energy, pristine: -417.2693 eV
unbroadened energy, vacancy: -409.6479 eV
semicircle energy, vacancy: -409.6479 eV
unbroadened energy, substituted: -420.8439 eV
semicircle energy, substituted: -420.8439 eV
lower limit (eV): pristine energy (eV), electrons missing
  -10: -413.8871, 0.85743
  -100: -431.4369, 0.06253
  -1000: -445.8227, 0.00624
  -10000: -460.1885, 0.00062
  -100000: -474.5540, 0.00006
pristine slope per unit ln(cutoff) -6.2389 eV
pristine change per decade -14.366 eV
part from empty levels at -100000 eV: -28.643 eV
unbroadened vacancy difference 7.6214 eV
unbroadened substitution difference -3.5746 eV
lower limit (eV): vacancy, substitution difference (eV)
  -10: 7.2738, -3.4507
  -100: 7.5049, -3.5706
  -1000: 7.6519, -3.5742
  -10000: 7.7985, -3.5745
  -100000: 7.9451, -3.5746
vacancy slope per unit ln(cutoff) 0.06366 eV
vacancy change per decade 0.1466 eV
substitution limit, infinite cutoff -3.5746 eV
z-weighted pristine energy -411.0329 eV
right leg, pristine -6.2364 eV
right leg estimate, pristine -6.2389 eV
z-weighted vacancy difference 7.4942 eV
right leg, vacancy difference 0.1272 eV
eta (eV): vacancy difference error at lower limit -1000 eV (eV)
  0.1: 0.030517
  0.01: -0.011601
  0.001: -0.002626
Gaussian error of vacancy difference -0.0798 eV
second-neighbour hopping 0.1 eV shifts it -0.008 eV
14 x 14 supercell shifts it -0.145 eV
kT at 300 K 0.0259 eV, thermal shift 9.7e-16 eV
spin polarization, U = 4.0 eV: -0.117 eV
three sigma bonds cut, hopping 10.0 eV: 60 eV
slope with 4 orbitals per removed atom 0.2546 eV
```
